# How Far a Rough Wall Disturbs Hydrodynamic Phonon Flow

## Problem

Heat flows steadily along a flat, rough wall of a crystal. The phonons form an isotropic gas with the single speed $v=3000$ m/s. Normal collisions, which conserve crystal momentum, occur with the time constant $\tau_N=10$ ps. Resistive collisions, which destroy it, have $\tau_R=1$ ns. The wall scatters phonons in all directions and so holds back the heat flow near it. Over what distance from the wall does the heat flux recover its bulk value?

The distance asked for is the e-folding length of the flux deficit. The crystal is much wider than this length, and the temperature gradient along the wall is uniform.

## A tempting solution

Let $x$ be the distance from the wall. A phonon that leaves the wall keeps its direction until its first collision of either kind. The rates add,

$$\frac1\tau=\frac1{\tau_N}+\frac1{\tau_R},\qquad \tau=\frac{10\times1000}{1010}\ \text{ps}=9.90\ \text{ps},$$

and the mean free path is $\Lambda=v\tau=29.7$ nm. Let $\varphi$ measure the part of the phonon distribution that carries heat along the wall, and let $\mu$ be the cosine of the angle between the phonon direction and the wall normal. If each collision erases $\varphi$ and the temperature gradient rebuilds it at a constant rate, then

$$\mu\Lambda\frac{d\varphi}{dx}+\varphi=\text{constant}.$$

For phonons leaving the wall, $\mu>0$, the deviation from the bulk value decays as $e^{-x/(\mu\Lambda)}$. Since $\mu\le1$, the wall seems to be forgotten within about 30 nm.

## Where it fails

The faulty assumption is that each collision erases the heat-carrying part of the distribution. A normal collision does change the directions of the phonons taking part, but it keeps their total crystal momentum. In this gas a phonon of energy $\epsilon$ has momentum $\epsilon/v$ along its direction of motion, while it carries the energy $\epsilon$ at speed $v$. The momentum density is therefore the heat flux divided by $v^2$. A collision that conserves momentum conserves the heat flux too.

The error already shows far from the wall. The tempting equation makes the bulk flux proportional to $\tau$, so that normal collisions alone would produce thermal resistance. They cannot, because they do not remove momentum. The correct bulk flux, found below, is proportional to $\tau_R$ and is larger by the factor $\tau_R/\tau=101$.

What a phonon forgets after 30 nm is its own direction. The momentum missing near the wall is passed on to its collision partners, and has to be followed until resistive collisions restore the bulk balance.

## Correct solution

### The kinetic equation

Let $\mathbf n$ be the unit vector along a phonon's motion and $e(\mathbf n)$ the energy density per unit solid angle. The energy density and heat flux are

$$E=\int e\,d\Omega,\qquad \mathbf q=v\int\mathbf n\,e\,d\Omega .$$

In the linear Callaway model, resistive collisions relax $e$ towards the resting distribution $E/4\pi$. Normal collisions relax it towards a drifting distribution with the same $E$ and the same $\mathbf q$:

$$v\,\mathbf n\cdot\nabla e=-\frac1{\tau_N}\left(e-\frac{E}{4\pi}-\frac{3\,\mathbf n\cdot\mathbf q}{4\pi v}\right)-\frac1{\tau_R}\left(e-\frac{E}{4\pi}\right).$$

The factor 3 follows from $\int n_in_j\,d\Omega=(4\pi/3)\delta_{ij}$, which makes the flux of the drifting term equal to $\mathbf q$. The tempting solution amounts to leaving this term out.

Take $z$ along the flow and let $G=dE/dz$ be constant. The solution has the form

$$e=\frac{E(z)}{4\pi}+n_z\,\varphi(x,\mu),\qquad \mu=n_x .$$

The second term adds nothing to $E$ or to the flux towards the wall, since both integrals vanish over the azimuth. The remaining flux component is $q_z=q(x)$.

### Momentum balance

Multiply the kinetic equation by $v n_z$ and integrate over directions. On the left, the $z$ derivative gives $v^2(G/4\pi)(4\pi/3)=v^2G/3$. The $x$ derivative gives $d\Pi/dx$, where

$$\Pi=v^2\int n_xn_z\,e\,d\Omega$$

is $v^2$ times the flow of $z$ momentum in the $x$ direction. On the right, the normal term gives $-(q-q)/\tau_N=0$, and the resistive term gives $-q/\tau_R$. Hence

$$\frac{v^2G}{3}+\frac{d\Pi}{dx}=-\frac{q}{\tau_R}.\tag{1}$$

Normal collisions have dropped out of the balance. They enter through $\Pi$, which describes how momentum is passed from layer to layer.

### Viscosity

Now multiply the kinetic equation by $v^2n_xn_z$ and integrate. Neither the resting nor the drifting distribution contributes to $\int n_xn_z e\,d\Omega$, so both kinds of collision relax $\Pi$, and the right side is $-\Pi/\tau$. On the left, the $z$ derivative contains $\int n_xn_z^2\,d\Omega=0$. The $x$ derivative remains:

$$\Pi=-\tau v^3\frac{d}{dx}\int n_x^2n_z\,e\,d\Omega .$$

To close the equations, use the drifting distribution in this last integral. This is justified when $\tau_N\ll\tau_R$ and the flux changes little over one free path. The first correction to the distribution is then proportional to $n_xn_z$ and integrates to zero here, so the relative error is of second order in $\Lambda$ divided by the layer thickness.

With $n_z^2=(1-\mu^2)\cos^2\phi$, the angular mean needed is

$$\langle n_x^2n_z^2\rangle=\frac12\langle\mu^2-\mu^4\rangle=\frac12\left(\frac13-\frac15\right)=\frac1{15}.$$

The integral becomes $\dfrac{3q}{4\pi v}\cdot\dfrac{4\pi}{15}=\dfrac{q}{5v}$, and therefore

$$\Pi=-\frac{v^2\tau}{5}\frac{dq}{dx}.\tag{2}$$

The minus sign means that momentum flows from fast layers to slow ones. The coefficient $v^2\tau/5$ is the kinematic viscosity of the phonon gas.

### The layer

Insert (2) into (1), multiply by $\tau_R$ and rearrange:

$$q-\frac{v^2\tau\tau_R}{5}\frac{d^2q}{dx^2}=q_b,\qquad q_b=-\frac{v^2\tau_R}{3}G .$$

This is the steady Guyer–Krumhansl equation for flow along a wall. Replacing $\tau$ by $\tau_N$ changes the coefficient by a relative amount of order $\tau_N/\tau_R$, the same order as the terms already omitted. To leading order,

$$q-\ell^2q''=q_b,\qquad \boxed{\ell=v\sqrt{\frac{\tau_N\tau_R}{5}}}.$$

The deficit $d=q_b-q$ obeys $d''=d/\ell^2$, with solutions $e^{x/\ell}$ and $e^{-x/\ell}$. The growing one is excluded far from the wall. If the flux vanishes at the wall, which is the no-slip condition,

$$q=q_b\left(1-e^{-x/\ell}\right).$$

The free paths are $v\tau_N=30$ nm and $v\tau_R=3000$ nm, so

$$\ell=\sqrt{\frac{30\times3000}{5}}\ \text{nm}=\sqrt{18000}\ \text{nm}=134\ \text{nm}=0.134\ \mu\text{m}.$$

At this distance the flux has reached 63.2 % of its bulk value, and at three times this distance 95.0 %. The integrated relative deficit is $\int_0^\infty e^{-x/\ell}dx=\ell$. A no-slip wall thus removes as much heat flow as would a completely blocked strip 134 nm wide.

The result can be read as diffusion of momentum. With $\nu=v^2\tau_N/5$ it is $\ell=\sqrt{\nu\tau_R}$, the distance over which momentum spreads during its lifetime. That lifetime spans $\tau_R/\tau_N=100$ normal collision times, which gives $30\sqrt{100/5}=134$ nm. More frequent normal collisions make the layer thinner, because they hinder the sideways transport of momentum. More frequent resistive collisions also make it thinner, because the bulk balance is restored sooner.

## Does the closure spoil the number?

Keeping $\tau$ in the viscosity would give 133.5 nm, so it is worth finding the decay length without the closure. Put the form of $e$ into the kinetic equation, divide by $n_z$ and multiply by $\tau$:

$$\varphi+\mu\Lambda\frac{d\varphi}{dx}=\frac{\tau}{\tau_N}\frac{3q}{4\pi v}-\frac{\Lambda G}{4\pi},\qquad q=\pi v\int_{-1}^{1}(1-\mu^2)\varphi\,d\mu .$$

The deviation from the bulk solution obeys the same equation without $G$. Let it be $A(\mu)e^{-x/L}$, with flux $Qe^{-x/L}$, and write $s=\Lambda/L$. Then

$$A(\mu)=\frac{\tau}{\tau_N}\frac{3Q}{4\pi v}\frac1{1-\mu s}.$$

Inserting this into the flux integral and dividing by $Q\tau/\tau_N$ gives, with $\varepsilon=\tau_N/\tau_R$ and $\tau_N/\tau=1+\varepsilon$,

$$1+\varepsilon=\frac34\int_{-1}^{1}\frac{1-\mu^2}{1-\mu s}\,d\mu=1+\frac{s^2}{5}+\frac{3s^4}{35}+\dots\tag{3}$$

The first approximation is $s^2=5\varepsilon$. Using it in the quartic term gives

$$s^2=5\varepsilon-\frac37(5\varepsilon)^2=5\varepsilon\left(1-\frac{15}{7}\varepsilon\right).$$

Since $\Lambda=v\tau_N/(1+\varepsilon)$,

$$L^2=\frac{\Lambda^2}{s^2}=\ell^2\left(1-2\varepsilon+\frac{15}{7}\varepsilon\right)=\ell^2\left(1+\frac{\varepsilon}{7}\right)$$

to first order in $\varepsilon$. The two corrections nearly cancel. Solving (3) numerically for $\varepsilon=0.01$ gives $L=134.3$ nm, against 134.2 nm from the leading formula.

Equation (3) also shows where the layer ceases to exist as a single exponential. All coefficients of the series are positive, so its right side grows with $s$. A regular solution needs $s<1$, and at $s=1$ the right side is $\frac34\int_{-1}^1(1+\mu)\,d\mu=\frac32$. In this model the exponential therefore requires $\tau_N<\tau_R/2$. The hydrodynamic derivation assumes the much stronger condition $\tau_N\ll\tau_R$, but its decay length stays close to the root of (3) even outside that regime. At the limit $\varepsilon=\frac12$, where $s=1$, the root is $L=\Lambda=\frac23v\tau_N$, only 5 % above $\ell=v\tau_N\sqrt{2/5}$.

## What the wall itself changes

The no-slip condition is an idealization. A diffuse wall emits phonons without preferred direction, so $\varphi=0$ for $\mu>0$, but the arriving phonons still carry heat along the wall. To leading order the arriving part is

$$\varphi=\frac{3}{4\pi v}\left(q_s-\mu\Lambda q_s'\right),\qquad \mu<0,$$

where $q_s$ and $q_s'$ are the hydrodynamic flux and its slope at the wall. Let a fraction $p$ be reflected specularly. These phonons return with the same $n_z$ and reversed $\mu$, so they cancel the fraction $p$ of the arriving momentum flow. Hence

$$\Pi=(1-p)\,\pi v^2\int_{-1}^{0}\mu(1-\mu^2)\varphi\,d\mu=-\frac{3v}{4}(1-p)\left(\frac{q_s}{4}+\frac{2\Lambda q_s'}{15}\right).$$

Setting this equal to the viscous value $-v\Lambda q_s'/5$ gives

$$\frac{3(1-p)}{16}q_s=\Lambda q_s'\left(\frac15-\frac{1-p}{10}\right)=\frac{1+p}{10}\Lambda q_s',$$

so that

$$q_s=\zeta q_s',\qquad \zeta\approx\frac{8}{15}\,\frac{1+p}{1-p}\,\Lambda .$$

This estimate assumes that the arriving phonons keep their hydrodynamic distribution right up to the wall, and it drops terms of relative order $\Lambda/\ell$ from the curvature of the profile. It gives 15.8 nm for a diffuse wall and 47.5 nm for $p=0.5$. A numerical solution of the kinetic equation gives 18.8 and 51.5 nm; the second value rises to 51.7 nm when the grid error is removed. Each of the two simplifications accounts for roughly half of the difference. For $\Lambda/\ell\to0$ the kinetic slip length tends to $0.58\Lambda$ and $1.68\Lambda$, or 17.3 and 49.8 nm, against $0.53\Lambda$ and $1.60\Lambda$ from the estimate.

With slip, $q=q_b(1-ae^{-x/\ell})$. The wall condition $1-a=\zeta a/\ell$ gives $a=1/(1+\zeta/\ell)$. Slip reduces the amplitude of the layer and leaves its decay length unchanged. For a fully specular wall, $\zeta$ diverges, $a$ vanishes, and there is no layer.

The numerical solution was obtained for a ribbon 2000 nm wide on a 2 nm grid. Its decay length is 134.4 nm for both the diffuse and the half-specular walls, while the amplitude falls from 0.877 to 0.723 (0.722 without the grid error). The small excess over the root of (3) is of the size expected from the grid. Linear interpolation of $q$ over a step $h$ adds on average $h^2q''/12$, which is 0.33 nm² beside $\Lambda^2/5=176$ nm², or 0.09 % in the length.

At the diffuse wall the actual flux is 9.0 % of the bulk value, whereas the extrapolated exponential would give $1-0.877=12.3$ %. The difference belongs to a kinetic sublayer, which the hydrodynamic equation does not describe.

## A ribbon between two walls

For a ribbon of width $W$, let $y$ be the distance from its midline. The symmetric no-slip solution is

$$q=q_b\left[1-\frac{\cosh(y/\ell)}{\cosh(W/2\ell)}\right].$$

Averaging over the width uses $\int_{-W/2}^{W/2}\cosh(y/\ell)\,dy=2\ell\sinh(W/2\ell)$:

$$\frac{\bar q}{q_b}=1-\frac{2\ell}{W}\tanh\frac{W}{2\ell}.$$

For $W=2000$ nm the hyperbolic tangent is practically 1, and the ratio is $1-268.3/2000=0.866$. The kinetic solution gives 0.882 for diffuse walls and 0.903 for half-specular ones, at the same width and collision times. Two diffuse walls thus cost about 12 % of the heat flow. This is slightly less than the share $2\ell/W=13$ % lost without slip.

In a narrow ribbon the two layers overlap. With $u=W/2\ell\ll1$ and $\tanh u\approx u-u^3/3$, the ratio becomes $u^2/3=W^2/(12\ell^2)$, and

$$\bar q\approx-\frac{v^2\tau_RG}{3}\cdot\frac{5W^2}{12v^2\tau_N\tau_R}=-\frac{5W^2}{36\,\tau_N}G .$$

The resistive time has cancelled: momentum is now lost at the walls, as in viscous flow through a channel. This limit requires $\Lambda\ll W\ll\ell$. With 30 nm and 134 nm as the bounds, the present gas offers hardly any room for it.

## Comparison with graphite

The collision times are round, illustrative values, with normal collisions much more frequent than resistive ones. Second sound of the drifting, hydrodynamic kind, which needs this ordering, has been observed in graphite near 100 K. The isotropic gas with one speed is a strong simplification for graphite, and 134 nm is not a prediction for a particular sample. In particular, sound waves polarized in the plane of the sheets travel along it several times faster than 3000 m/s, and the length is proportional to the speed.

Graphite is layered. In a purely two-dimensional gas the drifting term has the factor 2 instead of 3, and $\langle n_x^2n_z^2\rangle=1/8$, so the viscosity factor is $2/8=1/4$ instead of $1/5$. With the same speed and times, the layer grows to 150 nm. The bending vibrations of the sheets, whose speed depends on wavelength, are not included in either number.

Another uncertainty comes from the spread of normal times over the phonon spectrum. All phonons share one drift, but each group contributes to the viscous stress in proportion to its own normal time and its share of the heat capacity. The viscosity therefore contains the mean time $\langle\tau_N\rangle$. A gas with two equally weighted groups, of 4 and 16 ps, tests this. Its kinetic decay length is 135.1 nm, close to the 134.2 nm given by the mean time of 10 ps. The inverse of the mean rate would have given 107.3 nm.

If the quoted 10 ps is instead the inverse of a mean rate, the local viscosity formula multiplies the length by $\sqrt{\langle\tau_N\rangle\langle1/\tau_N\rangle}$. For a low-temperature Debye spectrum, with $\tau_R$ fixed, this gives 155 nm when the normal rate is proportional to frequency and 254 nm when it is proportional to frequency squared. These are estimates: phonons carrying 1.5 % and 15.1 % of the heat capacity, respectively, then have normal free paths longer than 134 nm, and the local viscosity law does not hold for them. They exert less viscous stress near the wall than this law assigns to them. In the quadratic case most of the flux deficit therefore disappears over a distance clearly shorter than 254 nm. The recovery is not a single exponential: far from the wall it becomes slower, and phonons with long free paths hold a growing share of the remaining deficit.

Two other assumptions are safe for these values. The thermal wavelength $hv/(k_BT)$ at 100 K is 1.4 nm, far below the layer thickness, so phonons may be treated as particles. Under slowly varying heating at frequency $f$, the balance (1) gains the term $\partial q/\partial t$, which is small compared with $q/\tau_R$ when $f\ll1/(2\pi\tau_R)=159$ MHz. For faster heating the steady thickness no longer applies.

The values behind these comparisons are listed in the numerical output.

## Computed values

```
phonon speed: 3000 m/s
normal time: 10 ps
resistive time: 1000 ps
ratio tau_N/tau_R: 0.010
total time: 9.901 ps
normal mean free path: 30.0 nm
resistive mean free path: 3000 nm
total mean free path: 29.70 nm
layer squared: 18000 nm^2
layer thickness, leading formula: 134.16 nm
layer thickness, total time in viscosity: 133.50 nm
layer thickness, kinetic root: 134.26 nm
kinetic correction slope (1/7 expected): 0.1429
flux/bulk at one thickness, no slip: 0.632
flux/bulk at three thicknesses, no slip: 0.950
ribbon width: 2000 nm
mean flux/bulk, no slip: 0.8658
mean flux/bulk, kinetic, diffuse walls: 0.8818
mean flux/bulk, kinetic, half specular: 0.9025
decay length from ribbon, diffuse: 134.38 nm
decay length from ribbon, half specular: 134.38 nm
layer amplitude, diffuse: 0.877
layer amplitude, half specular: 0.723
flux/bulk at diffuse wall, kinetic: 0.090
slip length, kinetic, diffuse: 18.8 nm
slip length, kinetic, half specular: 51.5 nm
slip length, estimate, diffuse: 15.8 nm
slip length, estimate, half specular: 47.5 nm
two-group normal times: 4 and 16 ps
two-group length, kinetic: 135.1 nm
two-group length, mean time: 134.2 nm
two-group length, inverse mean rate: 107.3 nm
two-dimensional gas, formula: 150.0 nm
two-dimensional gas, kinetic root: 150.0 nm
spread, rate ~ frequency^1: length 155 nm
  heat share with normal path > layer: 1.5 %
spread, rate ~ frequency^2: length 254 nm
  heat share with normal path > layer: 15.1 %
temperature: 100 K
thermal phonon wavelength h*v/(k*T): 1.44 nm
frequency scale 1/(2*pi*tau_R): 159 MHz
```
